Static Interactions Between Charges in Two Polarizable Sheets

Q: Two atomically thin semiconductors lie one above the other. I put a charge in one of them and ask for the potential in both. Each sheet polarizes the other, which polarizes the first again. How can that end in a closed formula?

A: It can because a wave of potential along the sheets keeps its wave number q at every stage, so the problem for each q is two linear equations. The assumptions are these. The sheets are flat, infinitely thin, identical, undoped, in vacuum and a distance d apart. The charges are static. Each sheet responds linearly, isotropically and locally to the electric field in its plane, and does not respond to the perpendicular field. Charges are counted in units of e, and the potential of a unit charge is 1/distance, so an energy follows on multiplying by e²/(4πε₀) = 1.440 eV nm.

Take first a charge density n exp(iq·ρ) in the plane z = 0. Away from the plane, Laplace's equation gives φ″ = q²φ, so φ = A exp(−q|z|). The slope of φ drops by 4πn across the plane, hence 2qA = 4πn and

φ(z) = v n exp(−q|z|),  v = 2π/q.

A charge wave therefore produces vn in its own plane and vxn in the other, with x = exp(−qd).

Q: And what does the polarizable material add?

A: A dipole moment per unit area P = αE = −α∇φ, where α is a length. The bound charge is −∇·P = α∇²φ, which for a plane wave is −αq²φ. The minus sign means that it opposes the potential that creates it. In its own plane it produces the potential

−v α q² φ = −s φ,  s = r₀q,  r₀ = 2πα.

For a single sheet with an external unit charge, φ = v − sφ, so

W = v/(1 + s).

Long waves, s ≪ 1, are hardly screened, and short waves are screened strongly. This is unlike a bulk dielectric, which divides every wave by the same number. A thin sheet cannot hold back field lines that travel mostly through the vacuum.

Q: Then with two sheets you could just divide the interaction by the factors of both.

A: That would omit the distance between them and the polarization they induce in each other. Let n₁ and n₂ be the external charges. The total charge in sheet j is nⱼ − αq²φⱼ, and both total charges act in both planes:

φ₁ = v(n₁ + x n₂) − sφ₁ − s x φ₂
φ₂ = v(x n₁ + n₂) − s x φ₁ − sφ₂.

The potentials on the right are the final ones, so all mutual polarization is already included. Because the sheets are identical, the sum and the difference of the equations decouple. With φ± = φ₁ ± φ₂ and n± = n₁ ± n₂,

[1 + s(1 ± x)] φ± = v(1 ± x) n±.

Now put a unit charge in sheet 1, so n₁ = 1, n₂ = 0 and n₊ = n₋ = 1. Then φ± = W±, where

W± = v(1 ± x)/[1 + s(1 ± x)].

The intralayer interaction is W₁₁ = φ₁ = (W₊ + W₋)/2, and the interlayer one is W₁₂ = φ₂ = (W₊ − W₋)/2. The common denominator is

D = (1 + s + sx)(1 + s − sx) = (1 + s)² − s²x².

The numerator of the sum is

(1 + x)[1 + s(1 − x)] + (1 − x)[1 + s(1 + x)] = 2 + 2s(1 − x²),

and in the difference the two terms s(1 − x²) cancel, which leaves 2x. Hence

W₁₁ = v [1 + s(1 − x²)]/D
W₁₂ = v x/D.

As a test, Poisson's equation was solved by finite differences across two thin polarizable planes, with r₀ = 4 nm, d = 0.65 nm and q = 0.1, 0.3, 1 and 3 nm⁻¹. The largest relative deviation from these formulas was 4×10⁻⁵.

Q: I see algebra, but no repeated polarization. Where are the reflections?

A: In the denominator. Suppose a potential p arrives at one sheet from outside. The sheet settles at φ = p − sφ, so φ = p/(1 + s), and its induced charge contributes −sp/(1 + s) in its own plane. It sends x times that contribution to its neighbour.

Follow the unit charge in sheet 1. That sheet first screens it to v/(1 + s). Sheet 2 receives xv/(1 + s) and reduces it to xv/(1 + s)². Each further round trip contains two responses and two crossings, and multiplies the contribution by

[−s x/(1 + s)]² = s²x²/(1 + s)².

The sum is geometric:

W₁₂ = [v x/(1 + s)²] / [1 − s²x²/(1 + s)²] = v x/D.

For the intralayer interaction, the first return from sheet 2 brings −vsx²/(1 + s)² to sheet 1, which screens it by another 1/(1 + s). With all round trips,

W₁₁ = v/(1 + s) − v s x²/[(1 + s)D].

To recover the earlier form, put both terms over (1 + s)D. The numerator is (1 + s)² − s²x² − sx² = (1 + s)[1 + s(1 − x²)], and one factor 1 + s cancels. The second term is negative, so in this model the neighbour lowers the intralayer interaction at every q.

Q: A series in a strong response usually diverges. Why should I believe this one?

A: Because each sheet's response to itself has been summed first. For q > 0 the ratio s²x²/(1 + s)² is below one however large α is. A plain expansion in α is different. There each order multiplies the even and odd charge patterns by −s(1 + x) and −s(1 − x), so it converges only for s(1 + x) < 1.

With the same r₀ and d, s(1 + x) is 0.62 at q = 0.08 nm⁻¹, and 200 orders agreed with the closed formulas to within 10⁻⁸. At q = 0.20 nm⁻¹ it is 1.50, and the last of 200 orders exceeded 10⁶. The divergence belongs to that expansion; the screened interaction is finite.

Q: Seen from far away, two sheets should look like one sheet of polarizability 2α. Is it enough that the wavelength is much longer than d?

A: No. The doubled sheet has

W_d = v/(1 + 2s).

Write D = 1 + 2s + s²(1 − x²) and divide:

W₁₂/W_d = x/(1 + δ),  W₁₁/W_d = [1 + s(1 − x²)]/(1 + δ),

δ = s²(1 − x²)/(1 + 2s).

Since 1 − x² < 2qd and s²/(1 + 2s) < s/2, we have δ < r₀dq². Likewise s(1 − x²) < 2r₀dq². Both interactions therefore approach W_d if

qd ≪ 1 and r₀dq² ≪ 1.

The second condition cannot be dropped, as the ratio of the two interactions shows:

W₁₁/W₁₂ = [1 + s(1 − x²)]/x ≈ 1 + qd + 2r₀dq²  for qd ≪ 1.

If r₀dq² is not small, the two interactions differ and cannot both equal W_d. For r₀ ≫ d this is the stricter condition, and it introduces the length

λ = √(r₀d).

There is then a window 1/(2r₀) ≪ q ≪ 1/λ in which screening is strong and yet the pair acts as one doubled sheet.

An artificially polarizable pair, r₀ = 10⁴ nm and d = 1 nm, separates the conditions. At q = 0.001 nm⁻¹, r₀dq² = 0.01 and W₁₁ and W₁₂ are 1.010 and 0.990 times W_d, although 2s = 20. At q = 0.02 nm⁻¹, qd is still only 0.02, but r₀dq² = 4 and the factors are 1.80 and 0.20.

Q: What is the physical reason for this second length?

A: The difference of the interactions is the odd part, W₁₁ − W₁₂ = W₋, in which the sheets carry opposite charges, like the plates of a capacitor. For qd ≪ 1, 1 − x ≈ qd, and

W₋ ≈ v qd/(1 + r₀dq²) = 2πd/(1 + λ²q²).

The sheets' in-plane polarization spreads this charge pattern sideways over λ. A larger α spreads it further, so strongly polarizable layers remain distinguishable over a longer distance.

To pass to real space, use

V(ρ) = ∫ d²q/(2π)² W(q) exp(iq·ρ) = ∫₀^∞ J₀(qρ) [W(q)/v] dq,

where the angular integral gave 2πJ₀ and the factor q of the area element cancelled the 1/q of v. With the standard integral ∫₀^∞ q J₀(qρ)/(q² + λ⁻²) dq = K₀(ρ/λ),

V₁₁ − V₁₂ ≈ (d/λ²) K₀(ρ/λ) = K₀(ρ/λ)/r₀.

This needs r₀ ≫ d, and it holds only until its exponential decay has brought it down to about the size of the power-law tail discussed next. For the artificial pair at ρ = λ = 100 nm it agreed with the full integral within the 1% required.

Q: So at sufficiently large ρ the doubled sheet is exact?

A: Its leading term is, but not every correction. Expand through q². Since 1 − x² = 2qd + O(q²), D = 1 + 2s + O(q³), so 1/D = 1 − 2r₀q + 4r₀²q² + O(q³). The numerator of W₁₁/v is 1 + 2r₀dq² + O(q³), and that of W₁₂/v is 1 − qd + q²d²/2 + O(q³). Multiplying,

W₁₁/v = 1 − 2r₀q + (4r₀² + 2r₀d)q² + …
W₁₂/v = 1 − (2r₀ + d)q + (4r₀² + 2r₀d + d²/2)q² + …

The doubled sheet has 1 − 2r₀q + 4r₀²q². If r₀ ≪ d, the first correction to W₁₂ is mostly the geometric term −qd, so the doubled sheet then misses the main correction in q.

For the tails, start from the Coulomb potential at height z,

∫₀^∞ exp(−qz) J₀(qρ) dq = 1/√(ρ² + z²).

At z → 0 this is 1/ρ. Minus its first z-derivative gives the integral with an extra q, which tends to zero for ρ > 0: the linear terms are contact terms. The second derivative gives the integral with q², which tends to −1/ρ³. Therefore

V₁₁ = 1/ρ − (4r₀² + 2r₀d)/ρ³ + …
V₁₂ = 1/ρ − (4r₀² + 2r₀d + d²/2)/ρ³ + …

Their difference, d²/(2ρ³), is the tail left after the K₀ term has died away. For r₀ = 4 nm and d = 0.65 nm the intralayer coefficient is 69.2 nm², against 64.0 nm² for the doubled sheet. The value extracted from the full integral at 400 nm is 68.9 nm².

Q: What about the opposite limit?

A: For qd ≫ 1, x → 0, so

W₁₁ → v/(1 + s),  W₁₂ → v exp(−qd)/(1 + s)².

Each sheet then screens its own charges alone. The interlayer interaction is screened once by each sheet, and round trips are exponentially rare. This is where your product of two factors is right, with the crossing factor added.

The single sheet also has a readable real-space form. Writing 1/(1 + r₀q) = ∫₀^∞ exp[−t(1 + r₀q)] dt and using the height integral with z = r₀t,

V(ρ) = ∫₀^∞ exp(−t)/√(ρ² + r₀²t²) dt.

The charge acts as if it were smeared over heights up to a few r₀. The doubled sheet has 2r₀ in place of r₀.

Q: Give me numbers for a real pair of layers.

A: Take r₀ = 4 nm and d = 0.65 nm, rough values in the regime of a suspended, undoped MoS₂ bilayer. Then α = r₀/2π = 0.64 nm and λ = √(4 × 0.65) = 1.61 nm.

At q = 0.3 nm⁻¹, s = 1.2, x = exp(−0.195) = 0.823 and x² = 0.677. So

D = 2.2² − 1.2² × 0.677 = 3.865
W₁₁/v = (1 + 1.2 × 0.323)/3.865 = 0.359
W₁₂/v = 0.823/3.865 = 0.213.

The doubled sheet gives 1/3.4 = 0.294, between the two. The round-trip factor is 0.201: the first passage alone gives 0.823/4.84 = 0.170, and dividing by 1 − 0.201 restores 0.213.

In real space, for two elementary charges, the magnitudes in eV are:

ρ (nm): same sheet, other sheet, doubled sheet
1: 0.528, 0.282, 0.415
2: 0.351, 0.252, 0.308
5: 0.189, 0.178, 0.186
10: 0.1145, 0.1138, 0.1153
20: 0.0652, 0.0652, 0.0656

At 1 nm the doubled sheet is 21% below the intralayer value and 47% above the interlayer one. At 5 nm, about three λ, it is within 5% of both. From 10 nm on it lies slightly above both, the sign expected from the missing 2r₀d in its tail. The size of that shift needs larger distances: at 50 nm the tail formula gives 0.06 meV for the intralayer shift and the full integrals about 0.04 meV, whereas at 20 nm the formula is about three times too large.

Q: And the K₀ law, with r₀ only six times d?

A: From 1 to 5 nm it is a fair estimate. The intralayer value exceeds the interlayer one by 246, 99 and 11.6 meV at 1, 2 and 5 nm; K₀(ρ/λ)/r₀ gives 271, 109 and 11.1 meV. At 10 nm it gives only about half of the difference, because the power-law tail is by then of similar size.

Leaving out the round trips lowers the interlayer energy at 1 nm from 0.282 to 0.249 eV, or by 12%. At 20 and 50 nm the omission slightly raises it. The small-q expansion gives this sign for large ρ: without round trips 1/D becomes 1/(1 + s)², whose q² coefficient is 3r₀² instead of 4r₀², so less is subtracted from 1/ρ. At 20 nm, just beyond the change of sign, the rise is only 0.14 meV, far below the 2.9 meV of this leading term.

Q: Real layers are not infinitely thin, and devices are seldom suspended or empty. How much of this survives?

A: Thickness spoils the short waves, above all between the layers, while a substrate and free carriers spoil mainly the long ones. Replace each sheet by a slab of thickness d, the two touching. A slab of in-plane permittivity ε has α = (ε − 1)d/4π, so r₀ = (ε − 1)d/2 and ε = 1 + 8/0.65 = 13.3. For the perpendicular permittivity take 6, a rough value. With charge and potential averaged over each layer, the intralayer and interlayer interactions change by −6% and +4% at q = 0.1 nm⁻¹, relative to the thin sheets. At q = 1 nm⁻¹ they change by −32% and +213%. The ratio W₁₂/W₁₁ there rises from 0.13 to 0.61. In real space the slabs raise the interlayer energy by about 32% at 1 nm and 16% at 2 nm, so the thin-sheet values there should not be used as material predictions.

A substrate matters at the other end. Take an oxide of permittivity 3.9 whose surface lies d/2 = 0.325 nm below the plane of the lower sheet, with vacuum between them and the charge in that sheet. It lowers both interactions by 42% at q = 0.1 nm⁻¹ and by 8% at 1 nm⁻¹. With the oxide directly at the sheet the figures are 46% and 22%, so the short-wave value depends strongly on this gap. The equal percentages have a simple cause. Above the charged sheet there is no external charge, so the upper sheet alone fixes φ₂/φ₁ = x/[1 + s(1 − x²)], whatever lies below.

For long waves, free carriers are a far more serious omission than this oxide in a transistor channel that is switched on. A nearby metal gate, also left out here, screens long waves too. If the areal carrier density changes by χ per unit energy, its response adds vχe²/(4πε₀) = q_c/q to s. At 10¹² cm⁻² per layer, 300 K, an effective mass of half the electron mass and four spin-valley states, q_c = 3.34 nm⁻¹. The two responses are equal when q_c/q = r₀q, that is at q = √(3.34/4) = 0.91 nm⁻¹, and carriers dominate at longer waves. That removes the doubled-dielectric-sheet limit. This local estimate is itself rough near the crossing: the carrier response weakens at short waves, and with its q dependence at 300 K the crossing moves to about 0.80 nm⁻¹. To keep the carrier term below 10% of r₀q at q = 0.1 nm⁻¹, the density must stay below about 10⁹ cm⁻², so the formulas describe undoped or fully depleted layers.

Q: Could one charge be strong enough to spoil linear response?

A: In the other sheet, hardly. The peak in-plane field there is 0.31 MV/cm in this model, while a rough 2 eV gap across a 0.32 nm lattice constant sets a scale of about 60 MV/cm. For the slabs of finite thickness the in-plane peak is 0.9 MV/cm with the charges on the mid-planes and 1.7 MV/cm averaged over the layers. The perpendicular field, to which the sheets of this model do not respond, is larger still: directly above the charge it is 4.6 MV/cm as the mean over the two faces of the other sheet, and 2.4 MV/cm at the mid-plane of the other slab. All of these remain more than ten times below that scale. In the charge's own sheet the mean field between 0.5 and 1 nm is already (0.739 − 0.528) V/0.5 nm = 0.42 V/nm, or 4.2 MV/cm, and it grows closer in, where a local α fails as well. The failure of a local α also affects the other sheet: letting α fall off over 0.32 nm raises the interlayer energy at ρ = 0 by 6%, from 0.300 to 0.318 eV. Here the thickness of the layers is the larger uncertainty. The remaining values are in the numerical output.

Numbers as computed

```
e^2/(4 pi eps0) = 1.43996 eV nm
r0 = 4.00 nm, d = 0.65 nm, alpha = 0.6366 nm
layer-merging length sqrt(r0 d) = 1.612 nm
Poisson check, largest relative error = 4.3e-05
Screening factors relative to 2 pi/q (q in 1/nm):
q, same, other, one sheet, doubled sheet, round-trip factor
0.1  0.57640  0.51501  0.71429  0.55556  0.07168
0.3  0.35900  0.21289  0.45455  0.29412  0.20144
1.0  0.18944  0.02529  0.20000  0.11111  0.17442
3.0  0.07681  0.00086  0.07692  0.04000  0.01725
Interaction energies in eV (rho in nm):
rho, bare same, one sheet, same, other, doubled, other no round trip
 0.5  2.87993  0.83075  0.73865  0.29447  0.53048  0.25931
 1.0  1.43996  0.61615  0.52839  0.28227  0.41537  0.24882
 2.0  0.71998  0.42641  0.35122  0.25215  0.30808  0.22404
 5.0  0.28799  0.23058  0.18921  0.17758  0.18616  0.16495
10.0  0.14400  0.13113  0.11453  0.11378  0.11529  0.11113
20.0  0.07200  0.06972  0.06524  0.06519  0.06556  0.06533
50.0  0.02880  0.02862  0.02813  0.02813  0.02818  0.02823
Same minus other, in meV: rho in nm, full, K0 estimate
1.0  246.13  270.65
2.0  99.07  108.54
5.0  11.63  11.13
other sheet at rho = 0: 0.2997 eV, bare 2.2153 eV
1/rho^3 coefficient, same sheet, at 400 nm = 68.93 nm^2
  formula 69.20, doubled sheet 64.00 nm^2
Strong pair r0 = 10000 nm, d = 1 nm, ratio to doubled:
  q = 0.001 1/nm: same 1.0104, other 0.9896
  q = 0.020 1/nm: same 1.8004, other 0.1996
Neglected effects:
slab permittivities: in-plane 13.31, normal 6.0
  slabs, q = 0.1 1/nm: same -6.2 %, other +3.6 %
  oxide 3.9, q = 0.1 1/nm: same -41.8 %, other -41.8 %
  slabs, q = 1.0 1/nm: same -32.0 %, other +212.6 %
  oxide 3.9, q = 1.0 1/nm: same -7.8 %, other -7.8 %
carriers 1e+12 cm^-2 per layer, mass 0.5, 300 K, kT = 0.0259 eV
  carrier screening wave number = 3.34 1/nm
  carriers outweigh alpha below q = 0.91 1/nm
  density for 10 % of alpha term at 0.1 1/nm: 1.1e+09 cm^-2
thermal carriers, gap 2.0 eV: 1.7e-04 cm^-2
alpha falling over 0.32 nm: other at rho = 0 0.3178 eV (+6.1 %)
peak in-plane field in other sheet = 0.31 MV/cm
field scale gap/(e lattice) = 62.5 MV/cm
```
